Berry-phase enthalpy minimization on a k mesh: dielectric constant and critical field

**1. Definitions and conventions**

Gaussian units are used, the electron charge is −e, and numbers are in eV and Å. The crystal is a stack of uniformly charged sheets, A at x = 0 and B at x = d, with period a, area A₀ per cell and cell volume Ω = A₀a. Each cell holds one spinless electron, the ions are clamped, motion within a sheet is ignored, and the interaction is treated in the Hartree mean field. Bloch amplitudes are e^{ik(R+τ)} u_τ(k) with τ_A = 0, τ_B = d. The self-consistent zero-field Hamiltonian has levels −δ on A and +δ on B, hopping t₁ across d and t₂ across a − d:

H_AA = −δ, H_BB = +δ, H_AB = h(k) = −t₁e^{ikd} − t₂e^{ik(d−a)}

Its eigenvectors are v (filled) and c (empty). Since |h|² = t₁² + t₂² + 2t₁t₂cos ka, the direct gap Δ⁰ = 2√(δ² + |h|²) is smallest at k = π/a. With k = π/a + κ, Δ⁰² = E_g² + 8t₁t₂(1 − cos κa), and expanding the root gives

Δ⁰ ≈ E_g + βκ², E_g = 2√(δ² + (t₁−t₂)²), β = 2t₁t₂a²/E_g = ħ²/2μ

where μ is the reduced mass. The mesh is k_j = jΔk, j = 0…N−1, Δk = 2π/(Na), and L = Na. Because h(k + 2π/a) = e^{2πid/a}h(k), the string is closed by u_N = W u_0 with W = diag(1, e^{−2πid/a}). E is the macroscopic (cell-averaged) field along x, n is the projector on B, and λ = eE/Δk is an energy.

**2. The functional**

Local-field energy. Let q = ⟨n⟩ − ⟨n⟩⁰ be the electron number moved from A to B per cell. The sheets acquire charge densities +σ and −σ with σ = eq/A₀. They produce a field E₁ on (0, d) and E₂ on (d, a) with E₁ − E₂ = 4πσ by Gauss's law. The cell average belongs to E, so the local part obeys dE₁ + (a−d)E₂ = 0, which removes the G = 0 component. Hence E₁ = 4πσ(a−d)/a and E₂ = −4πσd/a, and the energy per cell is

(A₀/8π)[dE₁² + (a−d)E₂²] = 2πA₀σ² d(a−d)/a = ½Uq², U = 4πe² d(a−d)/Ω

The Hartree energy is quadratic in the charge, and its term linear in q is already contained in δ.

Polarization. The Wannier function has amplitudes (a/2π)∫dk e^{ikx}u_τ(k) at x = R + τ. Writing x e^{ikx} = −i∂_k e^{ikx} and integrating by parts (the Bloch amplitude is periodic in k, so no boundary term remains) replaces u by i∂_k u, and Parseval's theorem gives the centre x̄ = (a/2π)∫dk ⟨u|i∂_k u⟩. On the mesh, ⟨u_j|u_{j+1}⟩ = 1 − iΔk⟨u|i∂_k u⟩ + …, so the discrete form is

x̄ = aφ/2π, φ = −Im ln Π_j ⟨u_j|u_{j+1}⟩

Each u_j appears once as bra and once as ket, so φ does not depend on the phases or real norms of the u_j. The electronic dipole per cell is ΩP = −e x̄. At fixed E the enthalpy per cell is the energy minus ΩPE:

F[u; E] = (1/N) Σ_j ⟨u_j|H_j|u_j⟩ + ½Uq² + eE aφ/2π, ε = 1 + 4π dP/dE

Since a/2π = 1/(NΔk), the field term of NF is λφ.

No global minimum. Take three neighbours and move the middle one on the loop u_j ∝ c_{j−1} + ρe^{it}u_{j−1}, 0 ≤ t ≤ 2π, where c_{j−1} ⊥ u_{j−1}. Then ⟨u_{j−1}|u_j⟩ ∝ ρe^{it} winds once, while ⟨u_j|u_{j+1}⟩ ∝ ⟨c_{j−1}|u_{j+1}⟩ + ρe^{−it}⟨u_{j−1}|u_{j+1}⟩ does not wind if ρ is below the ratio of the moduli of these two overlaps. The state returns to itself, φ followed continuously changes by −2π, and F changes by −eEa. The loop can be repeated, so for E ≠ 0 the continuous branch of F is unbounded below. The polarized insulator is at best a local minimum.

**3. Gradient and Hessian**

At any normalized state u_j put c_j = (−u_B*, u_A*), which is orthogonal to u_j, and vary u_j → (u_j + z_j c_j)/√(1 + |z_j|²) with complex z_j. Matrix elements are written O_cu = ⟨c_j|O|u_j⟩.

Band term. The expectation value is (H_uu + 2Re z*H_cu + |z|²H_cc)/(1 + |z|²), which to second order is H_uu + 2Re z*H_cu + |z|²(H_cc − H_uu).

Hartree term. The same expansion for n gives q → q + q₁ + q₂ with q₁ = (2/N)ΣRe z*n_cu and q₂ = (1/N)Σ|z|²(n_cc − n_uu). Then ½Uq² gains Uq(q₁ + q₂) + ½Uq₁². The first part replaces H by H + Uqn in the band term. The second is a positive rank-one term.

Berry term. With S^{xy}_j = ⟨x_j|y_{j+1}⟩, define α_j = S^{uc}/S^{uu}, γ_j = S^{cu}/S^{uu} and D_j = S^{cc}/S^{uu} − α_jγ_j = det S_j/(S^{uu})². S_j connects two orthonormal bases, so it is unitary and |D_j| = 1/|S^{uu}_j|². Norms drop out of Im ln, and the new link divided by the old one is 1 + y with

y = α_j z_{j+1} + γ_j z_j* + (S^{cc}/S^{uu}) z_j* z_{j+1}

Using ln(1+y) = y − y²/2, the cross term of y² subtracts α_jγ_j z_j*z_{j+1}, so

ln(1+y) = α_j z_{j+1} + γ_j z_j* + D_j z_j*z_{j+1} − ½α_j² z_{j+1}² − ½γ_j² z_j*² + O(z³)

Collect the terms in z_j from links j−1 and j. At first order, Im(α z) = −Im(α*z*) and −Im w = Re(iw) give φ₁ = Σ Re[i z_j*(γ_j − α*_{j−1})]. Therefore NF₁ = 2ΣRe z_j*g_j with

g_j = ⟨c_j|H_j + Uqn|u_j⟩ + eE X_j, X_j = i(γ_j − α*_{j−1})/(2Δk)

At second order, Im(γ²z*²) = −Im(γ*²z²) and Im w = Re(−iw) give

NF₂ = ΣΔ_j|z_j|² − λΣ Im(z_j*z_{j+1}D_j) + ΣRe(C_j z_j²) + (2U/N)(ΣRe z_j*n_cu)²

C_j = −(iλ/2)(α²_{j−1} − γ_j*²)

where Δ_j is the cc minus uu element of H_j + Uqn. The first two sums are z†Kz with K_jj = Δ_j and K_{j,j+1} = iλD_j/2 = K*_{j+1,j}, because −Im w = (i/2)(w − w*). With z = x + iy, V = (x, y), C the diagonal matrix of the C_j and m = (Re n_cu, Im n_cu), one has NF₂ = VᵀMV with

M = [ Re K + Re C, −Im K − Im C ; Im K − Im C, Re K − Re C ] + (2U/N) m mᵀ

This follows from z†Kz = xᵀRe K x + yᵀRe K y − xᵀIm K y + yᵀIm K x and Re(Cz²) = Re C (x² − y²) − 2 Im C xy. The model NF ≈ const + 2GᵀV + VᵀMV, G = (Re g, Im g), has the Newton step V = −M⁻¹G.

**4. Dielectric constant**

Expand about u = v, where q = 0 and H_cv = 0, so g = eEX. Then z is of order E, the λ terms of NF₂ are of order E³, and to order E²

NF = ΣΔ⁰|z|² + 2eEΣRe z*X + ½NUq², q = (2/N)ΣRe z*n_cv

Since ∂q/∂z_j* = n_cv/N, stationarity gives z_j = −(eEX_j + Uq n_cv)/Δ⁰_j. Define Π_fg = (2/N)ΣRe(f*g)/Δ⁰ for f, g among X and n_cv. Inserting z into q gives q = −eEΠ_nx − UqΠ_nn, so

q = −eEΠ_nx/(1 + UΠ_nn)

The shift of the centre is δx̄ = φ₁/(NΔk) = (2/N)ΣRe z*X = −eEΠ_xx − UqΠ_nx. With P = −eδx̄/Ω,

ε = 1 + (4πe²/Ω)[Π_xx − UΠ_nx²/(1 + UΠ_nn)]

Minimizing F includes the local field with no separate response matrix. In this model the local field lowers ε or leaves it unchanged. The Cauchy–Schwarz inequality Π_nx² ≤ Π_xxΠ_nn bounds the bracket below by Π_xx/(1 + UΠ_nn), so ε > 1. A potential w n gives z = −w n_cv/Δ⁰ and δx̄ = −wΠ_nx, so Π_nx measures how the centre follows the level difference. For t₁ = t₂ and d = a/2, inversion about a sheet is a symmetry for every δ, x̄ is pinned at 0 or a/2 modulo a, Π_nx = 0, and U drops out of ε.

Mesh error. Let B(s) = ⟨c_j|v(k_j+s)⟩/⟨v_j|v(k_j+s)⟩, which is independent of the phase of v(k_j+s) and smooth near s = 0, with B(0) = 0 and B′(0) = ⟨c|∂_k v⟩. Then γ_j = B(Δk) and α*_{j−1} = B(−Δk), so X_j is a central difference:

X_j = i[B′(0) + Δk²B‴(0)/6 + …]

Differentiating Hv = E_v v and projecting on c gives i⟨c|∂_k v⟩ = −i⟨c|∂_kH|v⟩/Δ⁰, the continuum element. The k sum is a trapezoidal rule for a periodic analytic function and converges exponentially, so the error of ε_N is a series in Δk² that starts at N⁻², and (4ε_{2N} − ε_N)/3 removes the leading term.

**5. The critical field**

Consider λ of order E_g on a fine mesh, so eE is of order Δk. Two parts of NF₂ are then small. From B(s)² = B′²s² + B′B″s³ + …, the even term cancels in C_j* ∝ B(−Δk)² − B(Δk)², so C_j = O(Δk³). The rank-one term is treated below. Write z_j = e^{iχ_j}w_j with real w_j ≥ 0 and let θ = χ_{j+1} − χ_j + arg D_j, the gauge-invariant phase advance per link. With |D_j| = 1 + O(Δk²),

z†Kz = ΣΔ_j w_j² − λ sin θ Σ w_j w_{j+1}

For E > 0 the softest choice is θ = π/2, a period of four mesh points, and for E < 0 it is −π/2. Since w_jw_{j+1} ≤ (w_j² + w²_{j+1})/2, the form is positive for |λ| < min Δ_j, and a mode gathered at the gap minimum makes it vanish when |λ| is slightly above. At leading order

e|E_c| = E_gΔk = 2πE_g/(Na)

The estimate E_g/(eNa) thus carries a factor 2π, and E_g is the minimum direct gap, because z_j mixes v and c at one k.

Meaning. In the gauge with D_j > 0 the admixture is z ∝ e^{ikθ/Δk}, and ∫dk e^{ik(x+θ/Δk)} is centred at R = −θ/Δk: an electron is lifted across the gap and moved against the field. The functional credits it with −λ sin θ = eE(L/2π) sin(2πR/L). For |R| ≪ L this is the true potential energy eER. It is largest in size at |R| = L/4, where it equals e|E|L/2π. As N → ∞ at fixed E the gain exceeds any gap, which is the Zener instability of an insulator in a uniform field. At leading order in Δk a finite mesh forbids it while e|E|L/2π < E_g; the corrections at finite Δk can raise or lower this threshold. The limit E → 0 must therefore precede N → ∞.

The rank-one term contains Σ Re z*n_cu with z ∝ i^j w_j, where w and n_cu are smooth in this gauge. It is a Fourier component at R = L/4 of a smooth function and falls faster than any power of Δk. The condition that the phases χ_j close around the string can be met on the far side of the zone, where w is negligible.

First correction: envelope. Stationarity of the form at θ = π/2 reads Δ_jw_j = (λ/2)(w_{j+1} + w_{j−1}). With w_{j±1} = w ± Δk w′ + ½Δk²w″,

−½λΔk² w″ + (E_g + βκ² − λ) w = 0

Try w = exp(−κ²/4s²), for which w″ = (κ²/4s⁴ − 1/2s²)w and ⟨κ²⟩ = s² in the weight w². The κ² terms require β = λΔk²/8s⁴, and the constant terms require λ = E_g + λΔk²/4s². Setting λ = E_g on the right,

s² = ½Δk√(E_g/2β), λ = E_g + Δk√(E_gβ/2)

The mode spans s/Δk ∝ Δk^{−1/2} points, which justifies the continuum envelope and makes the position of the mesh relative to π/a unimportant at this order. The higher oscillator levels lie 2Δk√(E_gβ/2) apart in λ. The κ⁴ term of the gap, the Δk⁴w⁗ term, |D| − 1 and the change −2Δ⁰|z|² of H_cc − H_uu in the polarized state (z of order Δk) each contribute at order Δk².

First correction: local field. The term Uq(n_cc − n_uu) in Δ_j is linear in E. With n = (1 − σ_z)/2 and ⟨σ_z⟩ = ∓2δ/Δ⁰ in c and v, n_cc − n_vv = 2δ/Δ⁰, equal to 2δ/E_g at the minimum. Inserting q at eE = sgn(E) E_gΔk gives

e|E_c|/Δk = E_g + Δk[(ħ/2)√(E_g/μ) − sgn(E) 2δUΠ_nx/(1 + UΠ_nn)] + O(Δk²)

where √(E_gβ/2) = (ħ/2)√(E_g/μ). The local field makes the two field directions inequivalent at order Δk in λ.

Nature of the bifurcation. On a fine mesh set α = γ = 0 and D = 1, and take amplitudes r_j at θ = π/2. The band cost is Δ_jr_j²/(1 + r_j²) = Δ_j(r_j² − r_j⁴ + …), and the link phase is arg(1 + i r_jr_{j+1}) = arctan(r_jr_{j+1}), which has no r⁴ term. The Hartree term adds the positive quartic piece (U/2N)[Σr_j²(n_cc − n_uu)]². For r = tw with Σw² = 1 it is (U/2N)(2δ/E_g)²t⁴, of order Δk, whereas the band term −ΣΔ_jr_j⁴ ≈ −E_g t⁴Σw⁴ with Σw⁴ = Δk/(2s√π) is of order Δk^{1/2}. On a fine mesh the total quartic term is therefore negative, so the bifurcation is subcritical: below E_c a finite barrier surrounds the minimum, and above E_c no nearby modulated minimum replaces it. For U = 0, a flat gap and uniform r² = σ < 1, the phase arg(1 + σe^{iθ}) is largest at cos θ = −σ, where it equals arcsin σ and |S^{uu}| = √((1−σ)/(1+σ)). The slope Δ/(1+σ)² − λ/√(1−σ²) of the energy per point is negative on the whole interval when λ > Δ, so the descent heads for vanishing overlaps, where section 2 applies.

**6. Algorithm**

GRAD(u, E):
 c_j ← (−u_B*, u_A*); neighbours u_{j+1}, c_{j+1}, with W applied to both at j = N−1
 form S^{uu}, α, γ, D and q
 g_j ← ⟨c_j|H_j + Uqn|u_j⟩ + eE i(γ_j − α*_{j−1})/(2Δk)
 on request, assemble M

DESCEND(E):
 u ← v
 until max|g| < tol: z_j ← −η g_j/Δ⁰_j; u_j ← normalize(u_j + z_jc_j)

EPS(E₀):
 δx̄ ← (a/2π)[φ(DESCEND(E₀)) − φ(DESCEND(−E₀))]
 ε ← 1 − (4πe²/Ω) δx̄/(2eE₀)

CRITICAL(sign):
 E ← 0, u ← v, step ← E_gΔk/4e
 while step > tolerance:
 Newton from u at field sign·(E + step): V ← −M⁻¹G, update, new c, repeat
 accept if converged, max|⟨c_old|u_new⟩| < 0.2, and Cholesky(M) succeeds
 if accepted, E ← E + step and u ← u_new; otherwise step ← step/2
 return E

The symmetric difference in EPS cancels the term of x̄ even in E₀ and leaves a relative error of order E₀². A rejected step sets no permanent upper bound, so a Newton failure caused by a long step is retried from a closer state.

Cost. GRAD and a descent step take O(N) work. A dense Newton step takes O(N³). M is cyclic block-tridiagonal plus rank one, so a banded factorization with low-rank updates brings it to O(N). CRITICAL typically needs one or two attempts per halving of the step.

Stability of the descent. Near a stationary point G = MV, so an error obeys V ← (1 − ηP⁻¹M)V with P = diag(Δ⁰, Δ⁰). Let ν be the eigenvalues of MV = νPV. Convergence needs 0 < ην < 2 for all of them. At leading order in Δk the matrix K is Δ⁰ minus λ times a fixed hopping matrix whose spectrum is symmetric (θ → −θ), so its ν fill 1 ± |E/E_c|. The rank-one term adds at most (2U/N)Σ|n_cv|²/Δ⁰ = UΠ_nn. Hence

ν_min ≈ 1 − |E/E_c|, ν_max ≲ 1 + |E/E_c| + UΠ_nn

For η < 2/(ν_min + ν_max) the slowest error below E_c is that of the soft mode, which changes by the factor 1 − ην_min per step. On a fine mesh the number of steps therefore grows as 1/(1 − |E/E_c|) below E_c when the starting error has a soft-mode part above the tolerance. The start v has very little at large N. With the parameters of section 7 and η = 0.5, reaching max|g| < 10⁻¹⁰ eV from v takes 118 steps at 0.9E_c and 1220 at 0.99E_c for N = 128, but only 32 and 33 for N = 256. The step count is thus no gauge of the distance to E_c. Above E_c the iteration eventually moves away from the stationary state. On coarse meshes, where the leading order in Δk fails, ν_min must be computed from M.

**7. Worked example**

Round model parameters: a = 4 Å, d = 1.6 Å, A₀ = 16 Å², Ω = 64 Å³, t₁ = 2 eV, t₂ = 1.25 eV, δ = 1 eV. With e² = 14.40 eV Å, 4πe²/Ω = 2.8274 eV/Å² and U = 2.8274 × 1.6 × 2.4 = 10.857 eV. The gap is E_g = 2√(1 + 0.75²) = 2.5 eV, β = 2 × 2 × 1.25 × 16/2.5 = 32 eV Å², and μ/m = 0.119.

Response. The continuum matrix element summed on 400 points gives Π_xx = 0.77995 Å²/eV, Π_nx = 0.13330 Å/eV and Π_nn = 0.08016 eV⁻¹, so UΠ_nn = 0.8703 and UΠ_nx²/(1 + UΠ_nn) = 0.10314 Å²/eV. Then

without local field: ε = 1 + 2.8274 × 0.77995 = 3.2052
with local field: ε = 1 + 2.8274 × (0.77995 − 0.10314) = 2.9136

The local field removes 0.29, which is 9% of the value 3.2052. A step η < 2/(2 + 0.87) = 0.70 is therefore sufficient up to E_c, and η = 0.5 is used. The condition is not sharp, because the rank-one term acts on smooth modes (θ near 0) and the hopping term is extreme at θ = ±π/2.

A real-space calculation uses no k mesh. An open stack of M_c cells is diagonalized, the site response χ⁰_il = 2Σψ_v(i)ψ_c(i)ψ_v(l)ψ_c(l)/(E_v − E_c) is formed, and δn = χ⁰(eD_ext x + Yδn) is solved with the full sheet interaction Y_il = −2πe²|x_i − x_l|/A₀. The applied field D_ext is the displacement field, so the bulk has P = D_ext(1 − 1/ε)/4π. Taking ΩP from the dipole difference between 50 and 40 cells, which cancels the surfaces, gives ε = 2.9136. It is the same Hartree model, without exchange, correlation, spin or ionic motion.

EPS with eE₀ = 10⁻⁴ eV/Å gives the second column below, and CRITICAL for E > 0, with a step tolerance of 10⁻⁶E_gΔk/e, gives the next three.

N | ε_N | eE_c (eV/Å) | eE_cNa/E_g | eE_c/Δk (eV) | formula (eV)
16 | 2.8366 | 0.2034 | 5.21 | 2.072 | 2.969
32 | 2.8931 | 0.1203 | 6.16 | 2.451 | 2.735
64 | 2.9084 | 0.06331 | 6.48 | 2.5793 | 2.6172
128 | 2.9123 | 0.03132 | 6.41 | 2.5519 | 2.5586
256 | 2.9133 | 0.01551 | 6.35 | 2.5277 | 2.5293

The values ε_N approach 2.9136 from below. The error is 2.6% of that value at N = 16, it falls by a factor 3.98 from N = 64 to 128, and the extrapolation from 128 and 256 returns 2.9136. For t₁ = t₂ = 1.5 eV, d = a/2 and N = 32, EPS gives 4.4551 both with U = 0 and with U on.

The slopes in the formula are √(2.5 × 32/2) = 6.325 eV Å and 2 × 1 × 10.857 × 0.1333/1.8703 = 1.548 eV Å. For N = 128, Δk = 0.012272 Å⁻¹ and the formula gives 2.5 + 0.012272 × (6.325 − 1.548) = 2.5586 eV, which is 0.0067 eV above the computed value. At N = 256 the difference is 0.0016 eV, smaller by a factor 4.04, where a pure Δk² remainder would give 4. The fourth column overshoots 2π = 6.28 and descends toward it. For N = 64, E_c = 2.11 × 10⁴ statvolt/cm = 6.33 MV/cm. This value is set by the mesh, falling as 1/N at leading order, and is not a breakdown field of the crystal.

Reversing the field at N = 128 raises e|E_c|/Δk by 0.039 eV, against 2 × 1.548 × 0.012272 = 0.038 eV. With U = 0 the difference is 1 × 10⁻⁴ eV. The lowest eigenvector of M at E_c has θ = 0.500π, taken as the argument of Σz_j*z_{j+1}D_j, and ⟨κ²⟩ = 0.00124 Å⁻², against ½ × 0.012272 × √(2.5/64) = 0.00121 Å⁻².

On coarse meshes the expansion fails. The remainder grows by 5.7 from N = 128 to 64 and by 7.5 from 64 to 32, faster than Δk², and at N = 16 and 32 the minimum is lost at λ below E_g. On such meshes E_c must be taken from CRITICAL.

Either side of E_c, N = 128. The stationary state was found by Newton iteration, a random error was added, and the logarithmic rate per step was read from the last 100 of 800 descent steps. At 0.97E_c, ν_min = 0.0301 and the rate is −0.01515, equal to ln(1 − ην_min). At 1.03E_c the stationary state still exists as a saddle with ν_min = −0.0300, and the rate is +0.01491, again equal to ln(1 − ην_min).

At 0.97E_c, along z = t × (unit soft eigenvector), NΔF peaks at 0.0068 eV near t = 0.425 on a grid of spacing 0.025 and is −0.114 eV at t = 1. A straight cut gives an upper bound on the barrier. The quartic estimate is NΔF ≈ E_gν_min t² − t⁴[E_gΣw⁴ − (U/2N)(2δ/E_g)²], with (U/2N)(2δ/E_g)² = 10.857 × 0.64/256 = 0.027 eV. For a Gaussian w², Σw⁴ = Δk/(2s√π) = 0.012272/(2 × 0.0352 × 1.772) = 0.098, so the bracket is 0.245 − 0.027 = 0.218 eV and the peak lies at t² = 2.5 × 0.0301/(2 × 0.218), t = 0.42, with height 0.0065 eV. The next terms, Δr⁶ + λr⁶/3, are positive; with Σw⁶ = Δk²/(2π√3 s²) = 0.011 they add about 0.0002 eV at the peak.

At 1.03E_c, from an error of order 10⁻⁹, the smallest |S^{uu}| fell from 0.9995 to 0.665 after 1495 steps, where the run was stopped. With φ followed continuously, x̄ had moved by −1.75 Å and NΔF = −2.10 eV. The field term is 128 × 1.03 × 0.03132 × (−1.755) = −7.25 eV, so the band and Hartree terms rose by 5.1 eV, about two gaps.

**8. Failure modes**

False convergence above E_c. Newton iteration can converge to the saddle, as it does at 1.03E_c in section 7, and descent from the smooth state v carries almost no soft-mode amplitude at large N. At the rate 0.015 per step a factor 10⁸ takes ln(10⁸)/0.015 ≈ 1200 steps, so a loose gradient threshold, such as 10⁻⁶ eV at N = 128 and 1.03E_c, can be met first. A small gradient does not establish a minimum, whereas a successful Cholesky factorization of M does.

Refining the mesh at fixed field. A field is usable while N < 2πE_g/(e|E|a) at leading order, which for eE₀ = 10⁻⁴ eV/Å is N ≲ 3.9 × 10⁴. A nonlinear-response calculation at large E therefore limits N, and with it the N⁻² accuracy of the polarization.

Step size. Once UΠ_nn exceeds about |E/E_c|, increasing it lowers the bound on η. When an overlap shrinks during a runaway, |D| = 1/|S^{uu}|² grows, and so do the off-diagonal elements of K, of modulus |λD|/2. A fixed η can then violate the bound, so the late trajectory should not be interpreted.

Branch of φ. The gradient and Hessian use ratios of overlaps and are single-valued. F is not, so line searches and energy comparisons need φ unwrapped from step to step.

Closure of the string. W must act on both u and c at the last link. Without it that overlap does not tend to 1 in modulus as N grows, and X at the two ends of the string diverges as 1/Δk.

Small gap. As E_g → 0 both E_c and the range of κ over which Δ⁰ is parabolic shrink. The envelope result needs βs² ≪ E_g, that is Δk ≪ √(8E_g/β). This condition is necessary, and the margin must be wide: in section 7 the formula is 12% too high at N = 32, where Δk is only 0.06 of √(8E_g/β). Without such a margin E_c must be taken from CRITICAL.
